# Least Action for Phonon-Assisted Band-to-Band Tunnelling with Two Effective Masses

## What dimensions and symmetry fix

An electron leaves a valence band, crosses a gap $E_g$ under a uniform force $eF$, and arrives in a conduction band. Take first one mass $m$ for both bands and no phonon energy. From $m$, $E_g$, $eF$ and $\hbar$ one dimensionless group can be formed,

$$\frac{mE_g^3}{\hbar^2(eF)^2}.$$

The semiclassical exponent is an integral of a decay constant $\kappa\propto1/\hbar$, so it must vary as $1/\hbar$. It is therefore proportional to the square root of the group:

$$2S=c\,\frac{\sqrt m\,E_g^{3/2}}{\hbar eF}.$$

With two masses, $\sqrt m$ becomes a function $g(m_v,m_c)$ that scales as the square root of a mass. Reversing $x$ and exchanging electrons with holes turns the problem into itself with the masses swapped, so $g$ is symmetric. Dimensions and symmetry stop there: $\sqrt{m_v+m_c}$ would satisfy both. The action must decide.

## The barrier seen from each band

Let $e>0$ and let $F>0$ be the field magnitude, with the force on the electron along $+x$. The band edges are

$$E_v(x)=-eFx,\qquad E_c(x)=E_g-eFx.$$

The electron starts with energy $0$, so it meets the valence edge at $x=0$. For $x>0$ its energy lies above that edge, inside the gap. The valence dispersion is $E=E_v-\hbar^2k^2/2m_v$. Setting $E=0$ and $k=i\kappa_v$ gives

$$\kappa_v^2=\frac{2m_v\,eFx}{\hbar^2}.$$

The conduction band is in another valley of the crystal, and a phonon supplies the crystal momentum. Let its energy be $\hbar\omega$, with $\sigma=+1$ for emission and $\sigma=-1$ for absorption. The final electron energy is $-\sigma\hbar\omega$. From $E=E_c+\hbar^2k^2/2m_c$ with $k=i\kappa_c$,

$$\kappa_c^2=\frac{2m_c}{\hbar^2}(E_c+\sigma\hbar\omega)=\frac{2m_c}{\hbar^2}(\Delta-eFx),\qquad \Delta=E_g+\sigma\hbar\omega.$$

The electron emerges where $\kappa_c=0$, at $L=\Delta/(eF)$. Emission raises the barrier because the electron arrives with less energy; absorption lowers it. I assume $\Delta>0$, weak coupling, one phonon, and parabolic bands continued into the gap. The masses are those along the field: for an anisotropic band, $1/m$ is the component of the inverse-mass tensor along the field direction.

## Why the action is minimized

Let $\psi_v$ and $\psi_c$ be the envelope functions, and let $q$ be the phonon wavevector along $x$, measured from the valley separation. For a coupling strength and phonon energy independent of $q$, the golden rule gives

$$\text{rate}\propto\sum_q\left|\int\psi_c^*(x)\,e^{iqx}\,\psi_v(x)\,dx\right|^2 .$$

Expanding the square produces $\sum_q e^{iq(x-x')}$, which is proportional to $\delta(x-x')$. One integral drops out:

$$\text{rate}\propto\int|\psi_v(x)|^2\,|\psi_c(x)|^2\,dx .$$

The rate is a sum over places where the phonon may be exchanged. In the gap $\psi_v$ decays from the left and $\psi_c$ decays from the right. The contribution of a point $x_0$ therefore carries $e^{-2S(x_0)}$, with

$$S(x_0)=\int_0^{x_0}\kappa_v\,dx+\int_{x_0}^{L}\kappa_c\,dx .$$

When $2S\gg1$, the integral is dominated by the smallest $S$.

## Simple case: equal masses, no phonon energy

Here $\kappa_v$ and $\kappa_c$ are mirror images about $x=L/2$. An early exchange leaves a long stretch in the conduction band where $\kappa_c$ is large; a late one leaves a long stretch where $\kappa_v$ is large. The least action has $x_0=L/2$, and its two halves are equal:

$$S^*=2\int_0^{L/2}\frac{\sqrt{2meFx}}{\hbar}\,dx
=\frac43\frac{\sqrt{2meF}}{\hbar}\left(\frac L2\right)^{3/2}.$$

Since $2(1/2)^{3/2}=1/\sqrt2$, this is

$$S^*=\frac23\,\frac{\sqrt{2(m/2)}\,E_g^{3/2}}{\hbar eF}.$$

The mass $m/2$ is the reduced mass of two equal masses. Staying in one band all the way would give the same expression with $m$, an action larger by $\sqrt2$.

## General case: unequal masses, any phonon energy

Differentiating the limits of the two integrals gives

$$S'(x_0)=\kappa_v(x_0)-\kappa_c(x_0).$$

Across the gap $\kappa_v$ rises and $\kappa_c$ falls, so $S''>0$ and there is one minimum. It lies where $\kappa_v=\kappa_c$:

$$m_vx_0=m_c(L-x_0)\quad\Rightarrow\quad x_0=\frac{m_cL}{M},\quad L-x_0=\frac{m_vL}{M},\quad M=m_v+m_c .$$

The electron goes further in the band with the lighter mass. The two integrals are elementary:

$$S^*=\frac23\frac{\sqrt{2eF}}{\hbar}\left[\sqrt{m_v}\,x_0^{3/2}+\sqrt{m_c}\,(L-x_0)^{3/2}\right].$$

Inserting the lengths, the bracket becomes

$$L^{3/2}\,\frac{\sqrt{m_v}\,m_c^{3/2}+\sqrt{m_c}\,m_v^{3/2}}{M^{3/2}}
=L^{3/2}\,\frac{\sqrt{m_vm_c}\,(m_c+m_v)}{M^{3/2}}
=L^{3/2}\sqrt{\frac{m_vm_c}{M}} .$$

The last root is $\sqrt{m_r}$, where $1/m_r=1/m_v+1/m_c$. With $L^{3/2}=\Delta^{3/2}/(eF)^{3/2}$,

$$\boxed{\,2S^*=\frac{4\sqrt{2m_r}\,(E_g+\sigma\hbar\omega)^{3/2}}{3\hbar eF}\,}$$

The reduced mass appears at any phonon energy for which $\Delta>0$. Neglecting $\hbar\omega$ replaces $\Delta$ by $E_g$ and leaves the mass unchanged.

**Limit of one heavy band.** As $m_c\to\infty$, $x_0\to L$ and $m_r\to m_v$. The electron avoids the conduction band until the end of the path, and the one-band exponent with $m_v$ returns. The candidate $\sqrt{m_v+m_c}$ would diverge here.

The common decay constant at the crossing is needed below. Since $m_vx_0=m_rL$,

$$\kappa^*=\frac{\sqrt{2m_r\,eFL}}{\hbar}=\frac{\sqrt{2m_r\Delta}}{\hbar}.$$

## The same mass from exact envelopes

In a uniform field the envelope equations can be solved without the semiclassical approximation. They read

$$\psi_v''=\frac{x}{l_v^3}\psi_v,\qquad \psi_c''=\frac{L-x}{l_c^3}\psi_c,\qquad l_{v,c}^3=\frac{\hbar^2}{2m_{v,c}\,eF}.$$

The solutions that decay into the gap are $\mathrm{Ai}(x/l_v)$ and $\mathrm{Ai}((L-x)/l_c)$, up to normalization. The Airy function has the representation

$$\mathrm{Ai}(x/l)=\frac{l}{2\pi}\int_{-\infty}^{\infty}e^{i(l^3k^3/3+kx)}\,dk .$$

Take the phonon that matches the valley separation, $q=0$. In the overlap, use $k$ for the first function and $k'$ for the second. The $x$-dependence is $e^{i(k-k')x}$, whose integral is $2\pi\delta(k-k')$. The cubic phases then add:

$$\int\mathrm{Ai}\!\left(\frac{x}{l_v}\right)\mathrm{Ai}\!\left(\frac{L-x}{l_c}\right)dx
=\frac{l_vl_c}{2\pi}\int e^{i[(l_v^3+l_c^3)k^3/3+kL]}dk
=\frac{l_vl_c}{l_r}\,\mathrm{Ai}\!\left(\frac{L}{l_r}\right),$$

$$l_r^3=l_v^3+l_c^3=\frac{\hbar^2}{2eF}\left(\frac1{m_v}+\frac1{m_c}\right)=\frac{\hbar^2}{2m_r\,eF}.$$

Inverse masses add because each $l^3$ is proportional to an inverse mass. For large $L/l_r$ the squared overlap falls as $\exp[-\tfrac43(L/l_r)^{3/2}]$, which is $e^{-2S^*}$. Direct integration of the Airy product agreed with the closed form to a relative error of about $10^{-12}$, for barriers of 1.04, 1.10 and 1.16 eV with the example's masses and field.

## The rate summed over phonons

For the full sum over $q$, expand the action near its minimum:

$$2S(x)\approx2S^*+S''(x-x_0)^2 .$$

Because $\kappa_v\propto\sqrt x$ and $\kappa_c\propto\sqrt{L-x}$,

$$S''=\frac{\kappa^*}{2x_0}+\frac{\kappa^*}{2(L-x_0)}=\frac{\kappa^*L}{2x_0(L-x_0)} .$$

At large argument $\mathrm{Ai}^2(z)\approx e^{-4z^{3/2}/3}/(4\pi\sqrt z)$. At the crossing $\sqrt z$ equals $\kappa^*l_v$ for one function and $\kappa^*l_c$ for the other. The Gaussian integral contributes $\sqrt{\pi/S''}$, so

$$\int\mathrm{Ai}^2\!\left(\frac{x}{l_v}\right)\mathrm{Ai}^2\!\left(\frac{L-x}{l_c}\right)dx\approx
\frac{e^{-2S^*}}{16\pi^2\kappa^{*2}l_vl_c}\sqrt{\frac{\pi}{S''}} .$$

**Limit of a thick barrier.** The ratio of the numerical integral to this estimate is 0.966 at $2S^*=15.4$, 0.991 at 61.5 and 0.998 at 246. The deviation falls roughly as $1/2S^*$, as expected of the next term in such an expansion. The exchange is spread over a zone of standard deviation $1/\sqrt{2S''}$ around $x_0$.

## When the phonon energy is negligible

A small relative change of the barrier can still matter, because it is multiplied by a large exponent. Differentiation gives

$$\frac{d(2S^*)}{d\Delta}=\frac{2\sqrt{2m_r\Delta}}{\hbar eF}=\frac{2\kappa^*}{eF}\equiv\frac1{E_s}.$$

To first order the phonon changes the tunnelling factor by $e^{-\sigma\hbar\omega/E_s}$. The condition for neglecting it is therefore $\hbar\omega\ll E_s$. At $\Delta=E_g$ the exponent $2S_0$ satisfies

$$E_s=\frac{2E_g}{3(2S_0)},$$

so for a large exponent this is much stricter than $\hbar\omega\ll E_g$.

The same scale governs transverse motion. Transverse energies $\varepsilon_v,\varepsilon_c\ge0$ replace $eFx$ by $eFx+\varepsilon_v$ in $\kappa_v^2$, and $\Delta$ by $\Delta+\varepsilon_c$ in $\kappa_c^2$. Moving the origin to the new valence turning point turns the barrier into $\Delta+\varepsilon_v+\varepsilon_c$. The phonon takes up the transverse momentum difference, so the two energies are independent. Both vanish on the best path, and small ones are suppressed by $e^{-(\varepsilon_v+\varepsilon_c)/E_s}$.

## A silicon-like junction in numbers

Silicon suits the problem because its gap is indirect. Take the rough typical values $E_g=1.1$ eV, $m_v=0.15\,m_0$ for light holes, $m_c=0.20\,m_0$ for the light direction of a valley, and $F=1.5$ MV/cm, which is 0.15 V/nm. Then

$$m_r=\frac{0.15\times0.20}{0.35}m_0=0.0857\,m_0,\qquad L=\frac{1.1}{0.15}=7.33\ \text{nm},\qquad x_0=\frac{0.20}{0.35}L=4.19\ \text{nm}.$$

With $\hbar^2/2m_0=0.0381$ eV nm$^2$ and no phonon energy,

$$2S_0=\frac43\sqrt{\frac{0.0857}{0.0381}}\;\frac{1.1^{3/2}}{0.15}=15.4,\qquad e^{-2S_0}=2.1\times10^{-7}.$$

Numerical minimization of the two action integrals gives the same exponent and exchange point to the printed digits. The whole path in the valence band would give 20.3, and in the conduction band 23.5.

The decay constant at the crossing is $\kappa^*=1.57$ nm$^{-1}$, so $E_s=0.15/(2\times1.57)=0.048$ eV. In the Gaussian approximation the exchange zone has a standard deviation of 1.07 nm, about 15% of the path length.

Rough silicon phonon energies are 0.02 and 0.06 eV. The larger is 5% of the gap but $1.26\,E_s$. Its emission raises the exponent to 16.7 and multiplies the tunnelling factor by 0.28. For 0.02 eV the factor is 0.66. Neither energy is negligible in the exponent at this field.

At a fixed gap, temperature enters through the phonon occupation $N$. Emission has weight $N+1$ and absorption $N$, with $N/(N+1)=e^{-\hbar\omega/k_BT}$. For equal coupling, and with the slower prefactors left out,

$$\frac{\text{absorption}}{\text{emission}}=\exp\!\left[2S^*_{+}-2S^*_{-}-\frac{\hbar\omega}{k_BT}\right],$$

where the subscripts denote $\sigma$. At 300 K this is 1.22 for 0.06 eV and 1.07 for 0.02 eV. Absorption has the smaller weight, $N$ against $N+1$, but here its lower barrier more than makes up for it. To leading order the ratio exceeds one when $2/E_s>1/k_BT$, that is $k_BT>E_s/2$; here 0.026 eV stands against 0.024 eV. The margin is thin, so which channel wins is not a robust result. The 0.06 eV ratio falls below one above about 1.63 MV/cm, and the nonparabolic bands of the next section give 0.92 and 0.97. The omitted prefactors work the other way: exact Airy envelopes for parabolic bands, summed over transverse energies, give 1.44 and 1.13. The two channels are best regarded as comparable.

## Relaxing the uniform field and the parabolic bands

Let the band bending $u(x)$ rise monotonically from 0 to $\Delta$. In $\kappa_v$ and $\kappa_c$ it replaces $eFx$. The condition $S'=0$ still means $\kappa_v=\kappa_c$, now at

$$u^*=\frac{m_c\Delta}{m_v+m_c},$$

whatever the field profile. Before the crossing $\kappa_v$ is smaller, after it $\kappa_c$ is, so with $du=eF(u)\,dx$,

$$S^*=\int\min(\kappa_v,\kappa_c)\,dx=\int_0^{\Delta}\frac{\min(\kappa_v,\kappa_c)}{eF(u)}\,du .$$

A constant $F$ restores the boxed result. A field below its peak anywhere on the path raises the exponent above the value for a uniform field equal to the peak.

Consider a symmetric abrupt junction with $5\times10^{18}$ cm$^{-3}$ fully ionized dopants on each side, relative permittivity 11.7, and the peak field held at 1.5 MV/cm. Each depleted side is 19.4 nm wide. The two triangles of field give a drop of $0.15\times19.4=2.91$ V. The exponent now depends on where in the junction the path starts. On the best path, the one with the smallest exponent, $2S^*=16.8$, a factor 0.24 relative to the uniform field.

Bands also curve away from parabolas deep in the gap. A rough description is

$$\kappa_v^2=\frac{2m_v}{\hbar^2}u\left(1-\frac{u}{E_0}\right),\qquad
\kappa_c^2=\frac{2m_c}{\hbar^2}w(1-\alpha w),\qquad w=\Delta-u,$$

with $E_0=3.4$ eV, a rough direct gap, and $\alpha=0.5$ eV$^{-1}$. Both corrections reduce $\kappa$. In the uniform field the exponent falls to 14.4, a factor 2.7 in the opposite direction.

## Beside a real silicon junction

The model gives $2S_0F=23$ MV/cm, and the field constants used for tunnelling in silicon are roughly 20 MV/cm. The inputs are typical of heavily doped junctions, but real devices break the assumptions of uniform field and of one parabolic mass per band. The first costs the factor 0.24 above, the second gives 2.7; they were evaluated separately, each relative to the uniform parabolic case without phonon energy. Heavier masses give smaller exponentials, prefactors and densities of states aside: replacing $m_c$ by 0.9 $m_0$ gives a factor 0.03, and replacing $m_v$ by 0.5 $m_0$ gives 0.01. In silicon the masses depend on the field direction, and these replacements do not belong to one direction. The values 0.15, 0.5 and 0.20 $m_0$ roughly fit a field along [110]; the 0.9 $m_0$ valley occurs along [100], where the band-edge hole masses are about 0.20 and 0.28 $m_0$. A six-band hole model (Luttinger parameters 4.285, 0.339, 1.446, spin-orbit splitting 0.044 eV) with valley masses 0.916 and 0.19 $m_0$ gives a smallest exponent of 16.1 along [100], 14.1 along [110] and 14.3 along [111]. Its nearest rivals are only mildly suppressed: a factor 0.2 for the second hole band along [100], and 0.3 for each of the four valleys of mass 0.32 $m_0$ along [110]. A gap lower by 0.05 eV, a rough size for heating from low temperature to 300 K, gives 2.8. The field profile, the band shape and the gap thus each shift the exponent by one to one and a half units, and the crystal orientation spreads it over about two. These shifts can add or partly cancel, so the rate can be off by several times or more.

Three further conditions bear on this junction.

- **Degeneracy.** The doping is 0.17 of the band density of states at 300 K for a rough density-of-states mass of 1.1 $m_0$. The Fermi levels then lie inside the gap, so the built-in potential is below 1.1 V. The drop of 2.91 V requires a reverse bias above 1.8 V.
- **Impact ionization.** After tunnelling on the best path, the electron can gain 0.93 eV and the hole 0.88 eV before leaving the field. Both are below the gap. The two gains share the 1.81 eV of the drop left over after tunnelling, however, and a path that starts elsewhere in the junction can give one carrier more than the gap at modest cost in the exponent (0.35 for an electron gain of 1.1 eV and 0.5 for a hole, rising to 1.6 and 1.9 for a gain of 1.3 eV). Impact ionization is therefore not excluded.
- **Envelope functions.** The decay length $1/\kappa^*=0.64$ nm is close to the silicon lattice constant, roughly 0.54 nm. The effective-mass description is strained in mid-gap, and the exponent deserves two figures at most.

The absolute current also needs the coupling strength, the densities of states and the occupations, none of which the action contains.

## Values computed for the example and the checks

```
Gap 1.10 eV, field 1.50 MV/cm
Masses: valence 0.15, conduction 0.20 m0
Reduced mass 0.0857 m0
hbar^2/(2 m0) = 0.03810 eV nm^2
-- zero phonon energy --
Path length 7.333 nm
Exchange point: formula 4.190 nm, numerical 4.190 nm
Band bending at exchange point 0.6286 eV
Decay constant there 1.5731 1/nm
Exponent 2S: formula 15.3816, numerical 15.3816
Field constant 2S*F = 23.07 MV/cm
Tunnelling factor exp(-2S) = 2.089e-07
2S if all in conduction band 23.496
2S if all in valence band 20.348
Energy scale E_s = 0.0477 eV
Transition zone, standard deviation 1.068 nm
-- exact Airy envelopes --
Airy lengths v, c, reduced: 1.1919, 1.0829, 1.4363 nm
Largest relative overlap error 1.1e-12
2S=15.38: rate integral/Laplace 0.9662, mean 1.0052, width 1.0250
2S=61.53: rate integral/Laplace 0.9910, mean 1.0013, width 1.0067
2S=246.11: rate integral/Laplace 0.9977, mean 1.0003, width 1.0017
-- phonon energy; temperature 300 K, kT 0.02585 eV --
Phonon 0.02 eV: phonon/gap 0.0182, phonon/E_s 0.419
  2S emission 15.803, absorption 14.964
  exp factor vs zero phonon: emission 0.656, absorption 1.518
  absorption/emission with occupation 1.068
Phonon 0.06 eV: phonon/gap 0.0545, phonon/E_s 1.258
  2S emission 16.657, absorption 14.140
  exp factor vs zero phonon: emission 0.279, absorption 3.460
  absorption/emission with occupation 1.216
-- neglected effects, zero phonon energy --
light hole, heavy valley (0.15, 0.90 m0): 2S 18.839, factor 3.15e-02
heavy hole, light valley (0.50, 0.20 m0): 2S 19.858, factor 1.14e-02
Nonparabolic inputs: direct gap 3.4 eV, alpha 0.5 1/eV
Nonparabolic 2S 14.382, factor 2.72
Gap lower by 0.05 eV: 2S 14.345, factor 2.82
Junction doping 5.0e+18 cm^-3, permittivity 11.7
Depletion width per side 19.40 nm, total drop 2.910 V
Triangular-field 2S 16.791, factor 0.244
Best path: bending before junction plane 0.571 eV
Energy gained after tunnelling: electron 0.925, hole 0.884 eV
Band density of states 2.90e+19 cm^-3 (mass 1.1 m0)
Doping/density of states 0.173
```
